# Why One Matched Bias Does Not Ensure Hysteresis-Free Negative-Capacitance Operation

A model transistor with a ferroelectric in its gate is biased at 0.8730 V. Its gate stack has 80% of the magnitude of the ferroelectric's negative capacitance. With the polarization held uniform, the state is locally stable and amplifies small changes of gate voltage fivefold at the plane between ferroelectric and gate stack. Yet a further 3.1 mV makes it unstable, and a sweep from zero to 1.4 V and back shows a loop 196 mV wide. What changes so much in 3.1 mV?

## Equal charge and stability are different conditions

The ferroelectric is in series with a gate stack consisting of an insulator and a semiconductor. Let $Q$ be the gate charge per area, $V_F$ the voltage across the ferroelectric and $V_M$ that across the stack. The drain bias is zero, and flat band is at zero gate voltage. The polarization is taken as uniform, with an equipotential plane between ferroelectric and insulator. Traps and leakage are left out, and the carriers follow the sweep.

At fixed gate voltage $V_G$, the energy per area is

$$
G(Q)=\int_0^Q [V_F(q)+V_M(q)]\,dq-V_GQ .
$$

The integral is the work stored in the layers, and the last term accounts for the voltage source. Differentiation gives

$$
G'(Q)=V_F(Q)+V_M(Q)-V_G .
$$

Equilibrium therefore requires $V_G=V_F(Q)+V_M(Q)$, with the same $Q$ in both terms. This is the "charge match" found by intersecting a ferroelectric curve with a transistor load line. Every equilibrium satisfies it, stable or not.

Stability concerns the next derivative:

$$
S(Q)\equiv G''(Q)=\frac{dV_F}{dQ}+\frac{dV_M}{dQ}
=\frac1{C_F}+\frac1{C_M}.
$$

A local minimum with nonzero curvature needs $S>0$. When $C_F<0$, this means

$$
\frac1{C_M}>\frac1{|C_F|}
\quad\Longleftrightarrow\quad C_M<|C_F|.
$$

Since $S=dV_G/dQ$ along the equilibrium curve, positive $S$ throughout a charge range makes gate voltage a strictly increasing function of charge. Each voltage then has one charge in that range, and a quasi-static sweep is reversible. If $S$ changes sign, the curve folds back. A sweep that reaches the fold must jump to another minimum.

The inverse capacitances, or elastances, add. I give them in cm²/µF, which is the same as volts per µC/cm². Each contribution to $S$ can then be weighed separately.

## The ferroelectric: a negative term that varies slowly at first

Write the Landau field in terms of the gate charge as $E=-aQ+bQ^3$, with $a,b>0$. For thickness $t$,

$$
V_F=t(-aQ+bQ^3),\qquad
\frac1{C_F}=\frac{dV_F}{dQ}=-at+3btQ^2 .
$$

The first term destabilizes and the second stabilizes. The example has $t=25$ nm, $a=2\times10^9$ m/F and $b=3\times10^{11}$ m⁵/(F C²). Thus $at=50$ m²/F, or 0.500 cm²/µF.

At the matched charge, $Q=0.6558$ µC/cm², the nonlinear term is

$$
3btQ^2=22500\,(6.558\times10^{-3})^2
=0.97\ \mathrm{m^2/F}=0.0097\ \mathrm{cm^2/\mu F}.
$$

This is 2% of the linear term. Over the first part of the sweep the ferroelectric is almost a constant negative capacitor.

## The insulator: a fixed positive term

The insulator contributes $Q/C_{ox}$ to the voltage and hence $1/C_{ox}$ to $S$. Here $C_{ox}=3.542$ µF/cm², so its elastance is 0.2823 cm²/µF. By itself it cannot balance the ferroelectric's $-0.500$ cm²/µF. The difference must come from the semiconductor or from the ferroelectric nonlinearity.

## The semiconductor: a positive term that collapses

Take a p-type semiconductor with permittivity $\varepsilon$, acceptor density $N_A$ and intrinsic density $n_i$. Let $\psi$ be the surface potential, $V_T$ the thermal voltage and $u$ the local potential divided by $V_T$; at the surface $u=\psi/V_T$. In Boltzmann statistics holes vary as $e^{-u}$ and electrons as $e^u$. With the bulk hole density close to $N_A$, the bulk electron-to-hole ratio is $r=(n_i/N_A)^2$. The charge density, measured from the neutral bulk, is

$$
\rho=eN_A\left[e^{-u}-1-r(e^u-1)\right].
$$

Poisson's equation is $V_Tu''=-\rho/\varepsilon$. Defining the Debye length by $L^2=\varepsilon V_T/(eN_A)$ gives

$$
u''=\frac1{L^2}\left[1-e^{-u}+r(e^u-1)\right].
$$

Multiply by $u'$. The left side becomes $(u'^2/2)'$, and the right side is also a total derivative. Integration from the bulk, where $u=u'=0$, gives

$$
\frac{u'^2}{2}=\frac{F(u)}{L^2},\qquad
F=u+e^{-u}-1+r(e^u-u-1).
$$

For positive gate charge the potential falls into the semiconductor, so $u'<0$ at the surface. Gauss's law gives $Q=-\varepsilon V_Tu'$, and therefore

$$
Q=\frac{\varepsilon V_T}{L}\sqrt{2F}.
$$

Since $d\sqrt{2F}/du=F'/\sqrt{2F}$ and $d\psi=V_Tdu$,

$$
C_s=\frac{dQ}{d\psi}=\frac{\varepsilon}{L}\frac{F'}{\sqrt{2F}} .
$$

A direct numerical solution of Poisson's equation at three surface potentials agrees with these expressions for $Q$ and $C_s$ to a relative difference of at most $2.1\times10^{-4}$.

Two limits explain the variation. Once the surface potential exceeds about five thermal voltages, $e^{-u}$ is negligible. With $X=re^u$,

$$
F\simeq u-1+X,\qquad
C_s\simeq\frac{\varepsilon}{L}\frac{1+X}{\sqrt{2(u-1+X)}} .
$$

In depletion $X\ll1$, and $C_s$ falls as $1/\sqrt{2(u-1)}$: the depleted layer widens. In strong inversion $X\gg u$, and $C_s$ grows as $\sqrt{X/2}$: mobile electrons respond close to the surface. Between these limits the numerator can grow rapidly while the total charge, set by the square root, changes little.

That is the situation at the matched point. The surface potential is 1.0136 V, so $u=1.0136/0.025852=39.21$. The example has $N_A=10^{18}$ cm⁻³ and $n_i=10^{10}$ cm⁻³ at 300 K, so $r=10^{-16}$ and $X$ is about 10.7. At the fold the potential is 15.49 mV higher, which multiplies $X$ by $e^{15.49/25.852}=1.82$, to 19.4. The total charge rises from 0.6558 to 0.7158 µC/cm², a factor of 1.09. Consequently

$$
\frac{C_s^{\rm fold}}{C_s^{\rm match}}
\simeq\frac{1+19.4}{1+10.7}\,\frac{0.6558}{0.7158}\simeq1.60 .
$$

A 9% increase in charge accompanies a 60% increase in semiconductor capacitance. Matching the charge does not control this change of slope.

## Weighing the terms at the matched point and at the fold

The stack elastance is $1/C_M=1/C_{ox}+1/C_s$. Subtracting 0.2823 from the reciprocal of $C_M$ isolates the semiconductor. In cm²/µF, with the last digit uncertain by one through rounding:

| Contribution | Matched | Up fold |
|---|---:|---:|
| Linear ferroelectric | −0.5000 | −0.5000 |
| Nonlinear ferroelectric | +0.0097 | +0.0115 |
| Insulator | +0.2823 | +0.2823 |
| Semiconductor | +0.3306 | +0.2062 |
| Total $S$ | +0.1226 | 0 |

The semiconductor loses 0.1244 cm²/µF, while the ferroelectric nonlinearity gains 0.0018. Their sum removes the whole stability margin of 0.1226.

The same small margin produced the gain. Along the equilibrium curve,

$$
\frac{dV_M}{dV_G}
=\frac{1/C_M}{1/C_M+1/C_F}
=\frac1{1-C_M/|C_F|},
$$

where the last form holds for $C_F<0$. At $C_M/|C_F|=0.8$ it gives $1/0.2=5$. A better match gives more gain because it leaves less stability.

The 3.1 mV distance can also be decomposed. Between the two points $Q$ rises by 0.0600 µC/cm². The surface potential rises by 15.5 mV, and the insulator voltage by $0.0600/3.542=16.9$ mV. The ferroelectric voltage changes by about $-0.4894\times0.0600$ V, or $-29.4$ mV. The sum is $+3.1$ mV, within rounding. The internal potentials move much further than the gate voltage does, and they carry the semiconductor to the boundary.

## Three charge matches at the same voltage

At the matched gate voltage, the equilibrium equation has three solutions in the sweep range: $Q=0.656$, 0.798 and 4.566 µC/cm². In all three, ferroelectric and transistor carry equal charge. The outer two are minima of $G$ and the middle one is a maximum.

The designed state is not the lower minimum. The high-charge state lies 4.63 mJ/m² below it, whereas the barrier between the designed state and the middle solution is 2.90 µJ/m². The size of this barrier follows from the fold. Near the fold, $V_G(Q)$ is approximately a parabola whose top is $\delta=3.076$ mV above the matched voltage. The two crossings are separated by $w=0.1419$ µC/cm². With $x$ measured from the top,

$$
\Delta G\simeq\int_{-w/2}^{w/2}
\delta\left(1-\frac{4x^2}{w^2}\right)dx
=\delta\left(w-\frac w3\right)=\frac23\delta w .
$$

Numerically, $\tfrac23(3.076\times10^{-3})(1.419\times10^{-3})=2.91\times10^{-6}$ J/m², close to the full result. How well this barrier protects the metastable design point depends on the area that switches together. At 300 K it is 1.4 $k_BT$ for 20 nm × 100 nm, but about 700 $k_BT$ for 1 µm². For a small gate, local stability is therefore a weak guarantee.

In the high-charge state the nonlinear ferroelectric term is $22500(0.04566)^2=46.9$ m²/F, or 0.469 cm²/µF. The ferroelectric elastance is then $-0.500+0.469=-0.031$, still negative. The insulator's $+0.282$ alone outweighs it. Negative capacitance and instability are thus distinct: the total decides.

## What sets the width of the loop

The branch of positive $S$ ends at the up fold, at 0.8760 V. On the way down, the high-charge branch ends at 0.6800 V, where $Q=2.978$ µC/cm². There the semiconductor elastance has shrunk to $1/3.3282-0.2823=0.018$ cm²/µF, and it is the ferroelectric nonlinearity, at 0.200, that restores the balance.

The voltage difference between the folds can be split into the same contributions. From the up fold to the down fold, the charge rises by 2.262 µC/cm²:

- semiconductor: $1.1301-1.0291=+0.101$ V;
- insulator: $2.262/3.542=+0.639$ V;
- linear ferroelectric: $-0.500\times2.262=-1.131$ V;
- nonlinear ferroelectric: $bt(Q_2^3-Q_1^3)=+0.195$ V.

The sum is $-0.196$ V. The semiconductor triggers the first instability. The insulator and the linear ferroelectric term make the largest contributions to the size of the loop, but the other two are not small beside the net difference, so all four matter.

A test that follows local energy minima in steps of 0.5 mV switches at 0.8765 V upward and 0.6800 V downward. Both agree with the folds within the asserted tolerance of one and a half steps.

The range of the sweep matters. A tested sweep stopped 1 mV below the up fold shows no loop, although a second minimum exists there. A sweep that passes the up fold but does not return below the down fold leaves the device on the high-charge branch. A closed loop with both jumps requires both fold voltages to be covered. Observing no loop in a short sweep therefore does not establish that the design is free of bistability.

## Removing the variation of capacitance

To separate cause from coincidence, replace the whole stack by a constant capacitor equal to its matched value, 1.6316 µF/cm². Its elastance is 0.6129 cm²/µF, so

$$
S_{\rm const}=0.6129-0.5000+3btQ^2\ge0.1129\ \mathrm{cm^2/\mu F}.
$$

This is positive at every charge. The corresponding sweep shows no loop, with the same ferroelectric and the same matched capacitance. The instability of the transistor needs the later rise of $C_M$.

## The thickness that is safe over the sweep

Where $a-3bQ^2>0$, the stability condition can be solved for thickness:

$$
\frac1{C_M}-t(a-3bQ^2)>0
\quad\Longrightarrow\quad
t<\frac1{C_M(Q)[a-3bQ^2]} .
$$

Where the bracket is zero or negative, the ferroelectric term is not destabilizing and sets no limit. The critical thickness $t_c$ is the minimum of the right side over the sweep. For this stack it is 17.95 nm, reached at 1.404 µC/cm², well beyond the matched charge. At 0.98 $t_c$ the energy-following sweep shows no loop; at 1.10 $t_c$ it does.

The terms that set $t_c$ can be weighed as well. If the insulator alone had to balance the linear ferroelectric term, the limit would be

$$
t_0=\frac1{aC_{ox}}=14.12\ \mathrm{nm}.
$$

At the critical charge, the nonlinear term with $t=t_c$ is 0.032 cm²/µF. The semiconductor supplies the remainder, $0.359-0.282-0.032=0.045$. One nanometre of this ferroelectric costs 0.020 cm²/µF of linear elastance. The semiconductor therefore permits about 2.2 nm beyond $t_0$, and the nonlinearity about 1.6 nm.

The thickness $t_0$ has a wider use. Since $C_s$ is positive and finite, $C_M<C_{ox}$. At $t\le t_0$ the insulator cancels the whole linear negative term, and the semiconductor leaves a positive remainder. The system is then stable at all charges in this model, including accumulation. The value of $t_c$ applies to the sweep from flat band into inversion; in accumulation the limit is lower, about 17.3 nm.

## How much benefit remains

Differentiate $V_G=\psi+Q/C_{ox}+V_F$ with respect to $\psi$, using $dQ/d\psi=C_s$:

$$
m\equiv\frac{dV_G}{d\psi}
=1+C_s\left(\frac1{C_{ox}}+\frac1{C_F}\right)=C_sS .
$$

The surface electron density varies as $e^{\psi/V_T}$, so a decade requires $mV_T\ln10=59.5\,m$ mV of gate voltage. Going below 59.5 mV needs $m<1$, hence $|C_F|<C_{ox}$ when $C_F$ is negative. Stability in inversion needs $|C_F|>C_M$, and there $C_M$ approaches $C_{ox}$. The two demands nearly conflict.

At the matched point $m=0.1226/0.3306=0.37$, or about 22 mV per decade. This slope is attractive but short-lived: the surface potential can rise by only 15.5 mV before the fold, which is $15.5/59.5=0.26$ decade.

A fairer comparison is made in weak inversion, at $\psi=0.714$ V, where $C_s=0.352$ µF/cm². Without the ferroelectric,

$$
m=1+0.352\times0.282=1.099,
$$

or 65.4 mV per decade. At 25 nm the value is 55.1 mV, but the full sweep is hysteretic. At $t_c$ it is 58.0 mV. Thus the boundary of reversible operation between flat band and inversion still offers 7.4 mV relative to the transistor without a ferroelectric, but 1.5 mV relative to the thermal value. The thickness must exceed 14.27 nm to pass below the thermal value at this reference point, and must stay below 17.95 nm to avoid the fold in inversion, or below about 17.3 nm if the gate is also swept into accumulation.

These figures concern surface density at zero drain bias. They are not a prediction of drain current.

## Where the conclusion could change

Boltzmann statistics overstates how readily a dense inversion layer accepts charge, and the model also ignores quantum confinement, which moves the electrons away from the interface. Both corrections add positive elastance. Between flat band and inversion, the deepest deficit in the example is $S=-0.129$ cm²/µF. A correction smaller than this at that charge leaves the system unstable; a constant series correction larger than this removes the instability in that range. Accumulation needs its own check, because the deficit there is slightly deeper. At 25 nm the flat-band state at zero gate voltage is itself only metastable, and a sweep to negative voltage meets another fold at about $-10$ mV. The lower state, at $Q\approx-4.8$ µC/cm², lies 7.7 mJ/m² below flat band and persists up to about $+0.27$ V. The sweeps described above all start on the flat-band branch; one starting from the accumulation state would show a further jump there.

The deficit can be expressed as a length. The 5 nm insulator with relative permittivity 20 contributes 0.2823 cm²/µF. One nanometre of material with the semiconductor's permittivity, 12, contributes $(0.2823/5)(20/12)=0.094$ cm²/µF. The deficit thus corresponds to an extra layer about 1.4 nm thick. Whether a particular device has so large a correction must be calculated for its inversion layer. As a guide, Fermi–Dirac statistics with silicon's density of states adds about 0.03 cm²/µF near that charge, which narrows the loop to about 130 mV and raises $t_c$ to about 19.6 nm. An effective-mass Schrödinger–Poisson layer with Si(100) masses and a hard wall adds about 0.09: the fold survives, but the loop shrinks to about 32 mV, the margin grows to about 8 mV and $t_c$ rises to about 23 nm. The high-charge state is the least secure part of the numbers, because its electron density is the highest; its insulator field of 2.6 MV/cm, which rises to 3.3 MV/cm at the 1.4 V end of the sweep, would also have to be sustained without leakage. For a density of states like that of silicon, the down fold and the charge that sets $t_c$ also lie beyond the range of Boltzmann statistics. At the up fold the surface electron density, about $2\times10^{19}$ cm⁻³, is already comparable with silicon's effective density of states. The 3.1 mV margin, the loop width and $t_c$ are therefore values of this model, not design limits for a real device.

Nonuniform polarization is a separate and more serious limitation. The condition $S>0$ tests only a uniform change of charge. Suppose instead that two equal halves of the ferroelectric carry $Q+q$ and $Q-q$. With an equipotential plane below them, the stack responds only to the mean charge, so its energy is unchanged. To lowest order the energy per area changes by $\tfrac12(dV_F/dQ)q^2$, which is negative wherever $C_F<0$, including at the matched point. The uniform state therefore needs something outside this model to hold it, such as an energy cost of domain walls large enough to outweigh the gain.

Within these assumptions, the design test is the sign of $S$ over the whole charge range. A match at one bias supplies one value of that function. Its sign at the other charges must be checked separately.

## Table of computed values

```
temperature: 300 K; thermal voltage: 25.852 mV
acceptor density: 1.0e+18 cm^-3
intrinsic density: 1.0e+10 cm^-3
semiconductor relative permittivity: 12
insulator: 5 nm, relative permittivity 20
Landau a: 2.0e+09 m/F; b: 3.0e+11 m^5/(F C^2)
ferroelectric thickness: 25.0 nm
zero-field ferroelectric charge: 8.16 uC/cm^2
Debye length: 4.141 nm
insulator capacitance C_ox: 3.542 uF/cm^2
|C_F| at zero charge: 2.000 uF/cm^2
largest relative error against Poisson solution: 2.1e-04
C_M near flat band: 1.485 uF/cm^2
smallest C_M in the sweep: 0.300 uF/cm^2
matched point: gate voltage 0.87297 V, charge 0.6558 uC/cm^2
matched point: surface potential 1.01359 V
matched point: C_M 1.6316, |C_F| 2.0395 uF/cm^2
up fold: gate voltage 0.87605 V, charge 0.7158 uC/cm^2
up fold: surface potential 1.02908 V
up fold: C_M 2.0472, |C_F| 2.0472 uF/cm^2
down fold: gate voltage 0.68000 V, charge 2.9780 uC/cm^2
down fold: surface potential 1.13008 V
down fold: C_M 3.3282, |C_F| 3.3282 uF/cm^2
matched point: C_M/|C_F| = 0.80, voltage gain 5.000
gate voltage from matched point to up fold: 3.076 mV
surface potential from matched point to up fold: 15.49 mV
most negative S: -0.1294 cm^2/uF
series capacitance that would just cancel it: 7.726 uF/cm^2
hysteresis width from folds: 196.05 mV
sweep voltage step: 0.5 mV
switching in energy sweep: up 0.8765 V, down 0.6800 V
charges at matched gate voltage: 0.6558, 0.7977, 4.5659 uC/cm^2
barrier out of matched state: 2.9005 uJ/m^2
energy of high-charge state minus matched state: -4626.59 uJ/m^2
insulator field in high-charge state: 2.578 MV/cm
charge-grid spacing: 0.00035 uC/cm^2
loop opening, full sweep: 3.9190 uC/cm^2
loop opening, constant matched capacitor: 0.00000 uC/cm^2
loop opening, sweep stopped 1 mV below up fold: 0.00000 uC/cm^2
critical thickness t_c: 17.952 nm at charge 1.404 uC/cm^2
simple sufficient thickness 1/(a C_ox): 14.118 nm
loop opening at 0.98 t_c: 0.00000 uC/cm^2
loop opening at 1.10 t_c: 2.2638 uC/cm^2
weak-inversion reference: surface potential 0.7143 V
weak-inversion C_s: 0.3516 uF/cm^2
thickness where dV_G/dpsi reaches one there: 14.268 nm
thermal limit: 59.526 mV per decade of surface carrier density
no ferroelectric: dV_G/dpsi 1.0993, 65.437 mV per decade
t = t_c: dV_G/dpsi 0.9744, 58.000 mV per decade
example thickness: dV_G/dpsi 0.9253, 55.081 mV per decade
```
